# Waiting Time for 99 Percent of Exponentially Distributed Breakdown Delays: verification in Python

```python
# Result under test: exponentially distributed breakdown delays of mean tau
# reach a captured fraction F at t_F = -tau*ln(1-F); for tau = 2 ms and
# F = 0.99 this is tau*ln(100), about 9.2 ms.
# Physical model: seed electrons leave the cathode at random with rate Y;
# each ignites the gap with probability P = 1 - 1/mu, so tau = 1/(Y*P).
# mu = gamma*(exp(alpha*d)-1) is the mean number of successor electrons,
# alpha the ionization coefficient, d the gap, gamma the yield per ion.
# Times are in ms unless a name says otherwise.
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(2718)
tau = 2.0
target = 0.99


def waiting_time(fraction, mean):
    return -mean * np.log(1.0 - fraction)


t99 = waiting_time(target, tau)

# Survival counted in small time steps with a constant chance per step
step = 1.0e-4
survival, steps = 1.0, 0
while survival > 1.0 - target:
    survival *= 1.0 - step / tau
    steps += 1
t99_steps = steps * step
# the discrete time differs from the continuous one by a few steps
assert abs(t99_steps - t99) < 4 * step


def density(t):
    return np.exp(-t / tau) / tau


mean_quad = quad(lambda t: t * density(t), 0, np.inf)[0]
captured_quad = quad(density, 0, t99)[0]
assert abs(mean_quad - tau) < 1e-7
assert abs(captured_quad - target) < 1e-9

# Rough typical inputs for argon with an aluminium cathode
pressure = 1.0        # Torr
gap = 1.0             # cm
area = 1.0            # cm^2
voltage = 250.0       # V
coef_a = 12.0         # 1/(cm Torr)
coef_b = 180.0        # V/(cm Torr)
gamma = 0.05          # electrons per ion
ion_speed = 1500.0    # m/s


def alpha_at(volts):
    return coef_a * pressure * np.exp(-coef_b * pressure * gap / volts)


def successors(volts):
    return gamma * np.expm1(alpha_at(volts) * gap)


alpha = alpha_at(voltage)
mean_size = np.exp(alpha * gap)
mu = successors(voltage)
ignition_prob = 1.0 - 1.0 / mu
seed_rate = 1.0 / (tau * ignition_prob)   # per ms

pd = pressure * gap
v_break = coef_b * pd / np.log(coef_a * pd / np.log(1 + 1 / gamma))
v_root = brentq(lambda v: successors(v) - 1.0, 60.0, 250.0)
assert abs(v_break - v_root) < 1e-6

# Avalanches built from single ionizations: with n electrons present the
# distance to the next ionization is exponential with mean 1/(n*alpha)
max_electrons = 4000
numbers = np.arange(1, max_electrons + 1)
pool = []
for batch in range(20):
    hops = rng.standard_exponential((1000, max_electrons))
    hops /= numbers * alpha
    positions = np.cumsum(hops, axis=1)
    ions = np.sum(positions < gap, axis=1)
    pool.append(rng.binomial(ions, gamma))
pool = np.concatenate(pool)
mu_sampled = pool.mean()
assert abs(mu_sampled / mu - 1.0) < 0.04   # over five standard errors

# Extinction probability from the sampled successor numbers
weights = np.bincount(pool) / pool.size
powers = np.arange(weights.size)
extinct = 0.0
for _ in range(200):
    extinct = np.sum(weights * extinct ** powers)
prob_sampled = 1.0 - extinct
assert abs(prob_sampled - ignition_prob) < 0.009


def ignites(count):
    """Follow generations until extinction or 30 electrons at once."""
    size = np.ones(count, dtype=int)
    while True:
        active = np.flatnonzero((size > 0) & (size < 30))
        if active.size == 0:
            return size > 0
        owners = np.repeat(active, size[active])
        children = rng.choice(pool, owners.size)
        totals = np.bincount(owners, weights=children, minlength=count)
        size[active] = totals[active].astype(int)


# Complete ignition histories: random seeds until one succeeds
trials = 100000
delays = np.zeros(trials)
waiting = np.arange(trials)
while waiting.size:
    delays[waiting] += rng.exponential(1.0 / seed_rate, waiting.size)
    waiting = waiting[~ignites(waiting.size)]
mean_sim = delays.mean()
t99_sim = np.quantile(delays, target)
late = delays[delays > 4.0]
residual_sim = np.mean(late - 4.0)
# tolerances are about five standard errors of the sampled quantities
assert abs(mean_sim - tau) < 0.045
assert abs(t99_sim - t99) < 0.33
assert abs(residual_sim - tau) < 0.10

# Error of the answer when the mean comes from a finite record
record = 100
error99 = t99 / np.sqrt(record)
block_means = delays.reshape(-1, record).mean(axis=1)
error99_sim = np.std(waiting_time(target, block_means))
assert abs(error99_sim / error99 - 1.0) < 0.12

# Formative time: ion transits until the sheet field equals the applied one
field = voltage / (gap * 1e-2)                       # V/m
ions_needed = epsilon_0 * field * area * 1e-4 / e
transit = gap * 1e-2 / ion_speed * 1e3               # ms
ion_number, transits = mean_size - 1.0, 0
while ion_number < ions_needed:
    ion_number *= mu
    transits += 1
formative = transits * transit
t99_added = formative + t99
t99_total = formative + (tau - formative) * np.log(100.0)
for random_mean, answer in ((tau, t99_added),
                            (tau - formative, t99_total)):
    def shifted(t, m=random_mean):
        return np.exp(-(t - formative) / m) / m
    root = brentq(lambda t: quad(shifted, formative, t)[0] - target,
                  1.0, 20.0)
    assert abs(root - answer) < 1e-6
total_mean = quad(lambda t: t * shifted(t), formative, np.inf)[0]
assert abs(total_mean - tau) < 1e-6

# Seed rate decaying as exp(-t/T)
slow, fast = 100.0, 5.0
t99_slow = -slow * np.log(1.0 - t99 / slow)


def captured_decay(t, life):
    hazard = quad(lambda s: np.exp(-s / life) / tau, 0, t)[0]
    return 1.0 - np.exp(-hazard)


root_slow = brentq(lambda t: captured_decay(t, slow) - target, 1, 30)
assert abs(root_slow - t99_slow) < 1e-6
ceiling = 1.0 - np.exp(-fast / tau)
assert abs(captured_decay(np.inf, fast) - ceiling) < 1e-7
assert ceiling < target


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("mean delay", tau, "ms")
show("ln 100", np.log(100.0), "", 6)
show("waiting time for 99 percent", t99, "ms", 6)
show("waiting time, two figures", t99, "ms", 2)
show("waiting time for 50 percent", waiting_time(0.5, tau), "ms")
show("waiting time for 90 percent", waiting_time(0.9, tau), "ms")
show("cost of each factor ten", tau * np.log(10.0), "ms")
for t in (tau, 9.2, 9.3):
    show(f"captured by {t:.1f} ms", 100 * (1 - np.exp(-t / tau)), "%", 5)
show("99 percent time from small steps", t99_steps, "ms", 6)
show("mean from quadrature", mean_quad, "ms", 6)
show("captured fraction from quadrature", captured_quad, "", 6)
show("argon pressure", pressure, "Torr")
show("gap", gap, "cm")
show("cathode area", area, "cm2")
show("applied voltage", voltage, "V")
show("ionization coefficient A, rough", coef_a, "1/(cm Torr)")
show("ionization coefficient B, rough", coef_b, "V/(cm Torr)")
show("yield per ion, rough", gamma)
show("ion drift speed, rough", ion_speed, "m/s")
show("breakdown voltage of the model", v_break, "V", 3)
show("alpha", alpha, "1/cm", 3)
show("mean avalanche size M", mean_size, "electrons", 3)
show("mean successors mu", mu, "", 3)
show("mean successors, sampled", mu_sampled, "", 3)
show("ignition probability P", ignition_prob, "", 3)
show("ignition probability, sampled", prob_sampled, "", 3)
show("deduced seed rate Y", seed_rate * 1e3, "1/s", 3)
show("simulated ignition histories", trials, "", 6)
show("simulated mean delay", mean_sim, "ms", 4)
show("simulated 99 percent time", t99_sim, "ms", 3)
show("simulated mean further wait after 4 ms", residual_sim, "ms", 3)
show("ions needed to match applied field", ions_needed, "", 2)
show("ion transit time", transit * 1e3, "us", 2)
show("ion transits needed", transits)
show("formative time, rough", formative * 1e3, "us", 2)
show("99 percent time, formative time added", t99_added, "ms", 3)
show("99 percent time, 2 ms as total mean", t99_total, "ms", 3)
show("delays in the finite record", record)
show("standard error of 99 percent time", error99, "ms", 2)
show("same error, simulated", error99_sim, "ms", 2)
show("slow seed decay time", slow, "ms")
show("99 percent time with slow decay", t99_slow, "ms", 3)
show("fast seed decay time", fast, "ms")
show("capture ceiling with fast decay", 100 * ceiling, "%", 3)
print("every check passed")
```

It prints:

```
mean delay: 2 ms
ln 100: 4.60517
waiting time for 99 percent: 9.21034 ms
waiting time, two figures: 9.2 ms
waiting time for 50 percent: 1.386 ms
waiting time for 90 percent: 4.605 ms
cost of each factor ten: 4.605 ms
captured by 2.0 ms: 63.212 %
captured by 9.2 ms: 98.995 %
captured by 9.3 ms: 99.044 %
99 percent time from small steps: 9.2102 ms
mean from quadrature: 2 ms
captured fraction from quadrature: 0.99
argon pressure: 1 Torr
gap: 1 cm
cathode area: 1 cm2
applied voltage: 250 V
ionization coefficient A, rough: 12 1/(cm Torr)
ionization coefficient B, rough: 180 V/(cm Torr)
yield per ion, rough: 0.05
ion drift speed, rough: 1500 m/s
breakdown voltage of the model: 131 V
alpha: 5.84 1/cm
mean avalanche size M: 344 electrons
mean successors mu: 17.2
mean successors, sampled: 17.4
ignition probability P: 0.942
ignition probability, sampled: 0.941
deduced seed rate Y: 531 1/s
simulated ignition histories: 100000
simulated mean delay: 1.999 ms
simulated 99 percent time: 9.07 ms
simulated mean further wait after 4 ms: 1.96 ms
ions needed to match applied field: 1.4e+08
ion transit time: 6.7 us
ion transits needed: 5
formative time, rough: 33 us
99 percent time, formative time added: 9.24 ms
99 percent time, 2 ms as total mean: 9.09 ms
delays in the finite record: 100
standard error of 99 percent time: 0.92 ms
same error, simulated: 0.92 ms
slow seed decay time: 100 ms
99 percent time with slow decay: 9.66 ms
fast seed decay time: 5 ms
capture ceiling with fast decay: 91.8 %
every check passed
```
